\section*{Two-Probe and Four-Probe Resistance of a Single-Channel Scatterer}

\section{The current between two reservoirs}

Q: A wire with a single conducting channel contains one obstacle, and I connect its ends to a battery. I measure a voltage and a current and divide. Why should there be more than one resistance to speak of?

A: Because the answer depends on where the voltage is measured. Start with the arrangement you describe, in which the same two reservoirs supply the current and define the voltage. The assumptions are these. The channel is spin degenerate, with identical leads on both sides of the obstacle. The obstacle scatters elastically, with transmission probability $T$ and reflection probability $R=1-T$. The reservoirs have electrochemical potentials $\mu_L>\mu_R$ and absorb every electron that reaches them. Temperature and bias are low enough for $T$ to be constant over the energies that matter. I take $V=(\mu_L-\mu_R)/e$ with $e>0$, and count $I$ as positive when electrons flow from left to right.

Q: Is $T$ the same for electrons coming from either side, even if the obstacle is lopsided?

A: Yes. The scattering matrix of one channel is a unitary $2\times2$ matrix with reflection amplitudes $r,r'$ and transmission amplitudes $\tau,\tau'$. Its first column gives $|r|^2+|\tau|^2=1$ and its first row gives $|r|^2+|\tau'|^2=1$, so $|\tau|^2=|\tau'|^2=T$.

Now count electrons to the right of the obstacle. Let $f_L$ and $f_R$ be the reservoir occupations at energy $E$. Right movers there have occupation $Tf_L+Rf_R$, and left movers have $f_R$. The difference is
\begin{equation}
Tf_L+Rf_R-f_R=T(f_L-f_R),
\end{equation}
since $R-1=-T$. The states with $k>0$ have density $2/(2\pi)$ per unit length and unit $k$, spin included, and they move with velocity $v=\hbar^{-1}dE/dk$. Hence
\begin{align}
I&=2e\int\frac{dk}{2\pi}\,v\,T(f_L-f_R)
=\frac{2e}{2\pi\hbar}\int dE\,T(f_L-f_R)\nonumber\\
&=\frac{2e}{h}T(\mu_L-\mu_R)=\frac{2e^2}{h}TV. \label{current}
\end{align}
The velocity has cancelled against the density of states: fast electrons carry more current each, but there are fewer of them per unit energy. The two-probe resistance is
\begin{equation}
R_{2p}=\frac{V}{I}=\frac{h}{2e^2}\,\frac1T. \label{two}
\end{equation}

\section{A voltmeter inside the wire}

Q: Then remove the obstacle. With $T=1$ nothing scatters, yet your formula leaves $h/2e^2$. What resists?

A: To find out where the voltage drops, we need potentials inside the wire. The difficulty is that the electrons there are not in equilibrium: the two directions of motion are filled differently. For each stream, define a filling potential
\begin{equation}
\mu_{\rm stream}=\mu_R+\int_{\mu_R}^{\mu_L}f_{\rm stream}(E)\,dE ,
\end{equation}
written for zero temperature. It equals $\mu_L$ for a stream filled by the left reservoir and $\mu_R$ for one filled by the right, and it is linear in the occupation. To the left of the obstacle,
\begin{equation}
\mu_\rightarrow=\mu_L,\qquad \mu_\leftarrow=R\mu_L+T\mu_R, \label{left}
\end{equation}
because the left movers are reflected electrons from $L$ and transmitted electrons from $R$. To the right,
\begin{equation}
\mu_\rightarrow=T\mu_L+R\mu_R,\qquad \mu_\leftarrow=\mu_R. \label{right}
\end{equation}

Q: A voltmeter shows one number, not two.

A: It shows the potential at which it draws no net current. Consider a probe that takes a small fraction $\varepsilon$ of each passing stream and replaces it with electrons filled to its own potential $\mu_p$. Suppose also that it treats both directions alike and is insensitive to interference between them. Zero net current means
\begin{equation}
\varepsilon(\mu_\rightarrow-\mu_p)+\varepsilon(\mu_\leftarrow-\mu_p)=0
\quad\Rightarrow\quad \mu_p=\tfrac12(\mu_\rightarrow+\mu_\leftarrow). \label{mean}
\end{equation}
With $\varepsilon\to0$ the probe does not disturb the fillings. This is what I mean by an ideal internal probe. Place probe $A$ to the left of the obstacle and $B$ to the right:
\begin{equation}
\mu_A=\tfrac12[(1+R)\mu_L+T\mu_R],\qquad
\mu_B=\tfrac12[T\mu_L+(1+R)\mu_R].
\end{equation}
Subtract, and use $1-T=R$:
\begin{equation}
\mu_A-\mu_B=\tfrac12(1+R-T)(\mu_L-\mu_R)=R(\mu_L-\mu_R).
\end{equation}
The internal voltage is $RV$, while the current is still \eqref{current}. Therefore
\begin{equation}
R_{4p}=\frac{RV}{I}=\frac{h}{2e^2}\,\frac{1-T}{T}. \label{four}
\end{equation}
For $T=1$ this vanishes, as you wanted for a wire without an obstacle.

\section{The missing voltage}

Q: So the two results differ. By how much, and where is the rest of the voltage?

A: The difference is
\begin{equation}
R_{2p}-R_{4p}=\frac{h}{2e^2}\,\frac{1-(1-T)}{T}=\frac{h}{2e^2}, \label{difference}
\end{equation}
whatever the value of $T$. The rest of the voltage lies between each reservoir and its neighbouring probe. Since $1-R=T$,
\begin{align}
\mu_L-\mu_A&=\tfrac12[(1-R)\mu_L-T\mu_R]=\tfrac12T(\mu_L-\mu_R),\\
\mu_B-\mu_R&=\tfrac12[T\mu_L-(1-R)\mu_R]=\tfrac12T(\mu_L-\mu_R).
\end{align}
Dividing either drop by $eI$ gives
\begin{equation}
\frac{TV/2}{(2e^2/h)TV}=\frac{h}{4e^2}.
\end{equation}
Each junction between reservoir and channel contributes half of the quantum contact resistance $h/2e^2$.

Q: The drop you call a contact drop contains $T$. Does the contact know about the obstacle?

A: It knows only the current. From \eqref{left}, $\mu_\rightarrow-\mu_\leftarrow=T(\mu_L-\mu_R)=hI/2e$. A channel can carry a net current $I$ only if its two directions differ in filling by this amount. The right movers enter at $\mu_L$, so the mean of the two streams lies $hI/4e$ below $\mu_L$. The obstacle sets the size of $I$, and the ratio of drop to current does not contain $T$.

The same argument shows why the reservoir itself has no such drop. If $M$ channels carry $I$ together, their filling differences add up to $hI/2e$, however the current is shared. The average over the channels is $hI/(2eM)$, which tends to zero for a wide reservoir. The contact resistance is the price of passing from many channels to one.

\section{A numerical case}

Q: I would like to see numbers from a model in which the probes are really attached.

A: Take a chain of sites with spacing $a$ and hopping energy $-J$, and raise the energy of site $0$ by $U$. With $q=ka$, the band energy is $E=-2J\cos q$. The wave is $e^{iqn}+re^{-iqn}$ for $n\le0$ and $\tau e^{iqn}$ for $n\ge0$. Agreement at $n=0$ requires $1+r=\tau$, so
\begin{equation}
\psi_{-1}=e^{-iq}+(\tau-1)e^{iq}=\tau e^{iq}-2i\sin q .
\end{equation}
The equation at site $0$, $(E-U)\tau=-J(\psi_1+\psi_{-1})$, becomes
\begin{equation}
(E-U+2Je^{iq})\tau=2iJ\sin q .
\end{equation}
Since $E+2Je^{iq}=2iJ\sin q$,
\begin{equation}
\tau=\frac{2iJ\sin q}{2iJ\sin q-U},\qquad
T=\frac{1}{1+[U/(2J\sin q)]^2}.
\end{equation}
Choose $J=U=1$ eV and $q=7\pi/40$. Then $2J\sin q=1.045$ eV and $T=1/(1+1/1.045^2)=0.522$, so $R=0.478$. With $h/2e^2=12906.4\ \Omega$,
\begin{align}
R_{2p}&=12906.4\ \Omega/0.52199=24725\ \Omega,\\
R_{4p}&=0.47801\times24725\ \Omega=11819\ \Omega .
\end{align}
At $V=1$ mV the current is $40.44$ nA. The voltage divides into $0.261$ mV at the left contact, $0.478$ mV between the probes and $0.261$ mV at the right contact.

Q: Those figures follow from your formulas. Where are the attached probes?

A: In a separate calculation that does not use the stream fillings. Each probe is coupled to 80 neighbouring sites, with a strength that rises and falls smoothly along the chain. Each site leaks incoherently into the probe, and all 80 leaks share one potential. The Green function $G$ of the open chain gives the transmission between terminals $p$ and $q$ as $\sum_{ij}\Gamma_{p,i}|G_{ij}|^2\Gamma_{q,j}$, where $\Gamma_{p,i}$ is the coupling width of terminal $p$ at site $i$. The probe potentials then follow from linear equations that set both probe currents to zero. For very weak coupling this gives $24725.3\ \Omega$ and $11818.9\ \Omega$, whose difference is $12906.4\ \Omega$. The agreement to six digits is helped by the choice of $q$: the 80 sites hold exactly 14 periods of the interference pattern between incident and reflected waves, so it cancels fully. For other $q$ a small residue remains, which grows as the probe covers fewer wavelengths.

\section{Probes that are not ideal}

Q: You required the probe to be insensitive to interference. The incident and reflected waves are coherent. What does a sharp tip read?

A: Something else. To the left of the obstacle, a state arriving from $L$ has density
\begin{equation}
\rho_L=|e^{ikx}+re^{-ikx}|^2=1+R+2\sqrt R\cos\theta,\qquad \theta=2kx-\arg r,
\end{equation}
and a state arriving from $R$ has $\rho_R=T$. Let temperature and bias be low enough for $\theta$, and not only $T$, to be constant over the energies that matter; this condition becomes stricter as the tip moves away from the obstacle. A weak point probe exchanges electrons with each set of states in proportion to its density at the tip. Its potential obeys $\rho_L(\mu_L-\mu_A)+\rho_R(\mu_R-\mu_A)=0$. As $\rho_L+\rho_R=2(1+\sqrt R\cos\theta)$,
\begin{equation}
\mu_L-\mu_A=\frac{\rho_R(\mu_L-\mu_R)}{\rho_L+\rho_R}
=\frac{T(\mu_L-\mu_R)}{2(1+\sqrt R\cos\theta)} .
\end{equation}
The mirror-image argument gives $\mu_B-\mu_R$ with its own phase $\theta'$. The voltage between two tips is therefore
\begin{equation}
\frac{V_{AB}}{V}=1-\frac T2\left[\frac1{1+\sqrt R\cos\theta}+\frac1{1+\sqrt R\cos\theta'}\right]. \label{point}
\end{equation}
Write $T=(1-\sqrt R)(1+\sqrt R)$. If both cosines are $+1$, the ratio is $1-(1-\sqrt R)=\sqrt R$. If both are $-1$, it is $1-(1+\sqrt R)=-\sqrt R$.

Q: A negative resistance, in a passive wire?

A: A negative four-probe reading. The power delivered by the battery is $IV$, with $V$ the reservoir voltage, and it stays positive. The tips carry no net current, so $V_{AB}$ is not the voltage of a source that drives $I$. In the chain, taking every pair of sites from the two 80-site regions, the ratio runs from $-0.6905$ to $0.6914$, while $\sqrt R=0.6914$. The sites sample the phase at discrete points and miss $\cos\theta=+1$ and $\cos\theta=-1$ by the same small angle. The miss is visible only in the lower value, because there the denominators in \eqref{point} are near their minimum $1-\sqrt R$ and the quotient is far more sensitive.

Q: Then I move the tips about and average the readings. Surely I recover $RV$.

A: No. With $s=\sqrt R$ and $u=\tan(\theta/2)$,
\begin{equation}
\int_{-\pi}^{\pi}\frac{d\theta}{1+s\cos\theta}
=\int_{-\infty}^{\infty}\frac{2\,du}{(1+s)+(1-s)u^2}
=\frac{2\pi}{\sqrt{1-s^2}}=\frac{2\pi}{\sqrt T}.
\end{equation}
Each fraction in \eqref{point} thus averages to $1/\sqrt T$, and
\begin{equation}
\langle V_{AB}\rangle=(1-\sqrt T)V .
\end{equation}
In the example this is $0.278V$, against $0.478V$ for ideal probes. Averaging readings means averaging a quotient of densities. An extended probe adds the currents first and then finds one potential, so the cosine drops out of $\rho_L$ before the division, and \eqref{mean} results. The distinction persists for a weak obstacle: for $R\ll1$, $1-\sqrt{1-R}\approx R/2$, half the ideal value. For $T\to0$ both averages approach $V$.

Q: A probe may also exchange a finite fraction of the passing electrons, even though it draws no net current. Does the contact resistance survive that?

A: The difference between the two readings then changes. Let both extended probes replace a fraction $\varepsilon$ of each stream without reflecting it. Measure fillings from the midpoint of $\mu_L$ and $\mu_R$, in units of $(\mu_L-\mu_R)/2$, so that the reservoirs sit at $+1$ and $-1$. Let $m$ be the potential of $A$; by symmetry $B$ is at $-m$. The stream from $L$ leaves $A$ with filling $\alpha=1-\varepsilon+\varepsilon m$, and the stream reaching the obstacle from the right has $-\alpha$. The stream returning to $A$ is
\begin{equation}
\beta=R\alpha-T\alpha=(1-2T)\alpha .
\end{equation}
Zero probe current gives $m=(1+\beta)/2$. Inserting this in $\alpha$,
\begin{equation}
\alpha=1-\frac\varepsilon2+\frac\varepsilon2(1-2T)\alpha
\quad\Rightarrow\quad
\frac1\alpha=1+\frac{2\varepsilon T}{2-\varepsilon}.
\end{equation}
The current is proportional to $\alpha-\beta=2T\alpha$. In units of $h/2e^2$ the resistances are
\begin{align}
\frac{2m}{\alpha-\beta}&=\frac{1+(1-2T)\alpha}{2T\alpha}
=\frac1{2T}\left(\frac1\alpha+1-2T\right)
=\frac{1-T}T+\frac{\varepsilon}{2-\varepsilon},\\
\frac{2}{\alpha-\beta}&=\frac1{T\alpha}
=\frac1T+\frac{2\varepsilon}{2-\varepsilon},
\end{align}
for four and two probes respectively. Their difference is $2/(2-\varepsilon)$, which is $1$ for $\varepsilon\to0$ and $2$ for $\varepsilon=1$.

The Green-function calculation with stronger coupling shows the same trend. The fraction $\varepsilon$ is found there from the transmission that a chain without an obstacle loses to one probe. For $\varepsilon=0.632$ the four-probe value is $1.378$ and the two-probe value $2.840$. For $\varepsilon=0.997$ they are $1.911$ and $3.906$. The first of these is close to $1/T=1.916$, the two-probe value of the undisturbed wire. A probe that replaces every electron has become a reservoir, and the pair $A$, $B$ then measures the obstacle together with two new contacts.

\section{What this means for an interface}

Q: Suppose the obstacle is the barrier between a metal and a semiconductor. Which resistance belongs to the barrier?

A: The two sides now differ, while I assumed identical leads. The counting of electrons survives if $T$ is defined as the transmitted share of the incident current, because a channel carries the same current per unit energy, $2e/h$ when filled, whatever its velocity. Within this one-channel model, $R_{4p}$ then describes the reflection at the barrier, and $h/2e^2$ is added by the connection to wide reservoirs. For an opaque barrier the distinction hardly matters, since $R_{4p}/R_{2p}=1-T\to1$. For a transparent one it is the main effect. If $M$ such channels with the same $T$ conduct in parallel without mixing, their conductances add and $R_{2p}=h/(2e^2MT)$. All this still assumes that $T$ is constant over the energies that matter. At a real semiconductor contact at room temperature it often is not, and the $T$ in this last formula must then be replaced by its average over energy with weight $-\partial f/\partial E$, where $f$ is the equilibrium occupation and $T=0$ below the band edge. That average is still at most 1. The split into barrier and contact changes as well: only the part of the weight $-\partial f/\partial E$ that lies inside the band carries current, so the difference between the two-probe and four-probe values exceeds the quantum. With the Fermi level at the band edge, half of the weight lies inside the band and the difference doubles. Lowering the barrier can reduce $R_{2p}$, but never below $h/(2e^2M)$, because $T\le1$. Between unlike materials it may stop short of that bound, since the mismatch of the two sides can reflect electrons even when no barrier is left. In a real contact the channels also open at different energies, so $M$ depends on energy, and the $M$ in the bound is its average with the same weight $-\partial f/\partial E$, not its value at the Fermi level. For a normal metal, going below the bound takes more channels. A superconducting metal lies outside this counting: Andreev reflection can transfer two electrons per incident electron and halve the resistance of a transparent channel.
